Why mass-velocity and Darwin terms belong only in first-order perturbation theory

A nonrelativistic atomic program has produced orbitals, and relativistic corrections are wanted. The matrices of the mass-velocity and Darwin operators are easy to compute. Should they be added to the Hamiltonian before it is diagonalized, so that the orbitals can respond, or should their expectation values be taken afterwards with the orbitals left alone? The first choice looks like the more complete calculation. Its lowest energy does not converge as the basis grows.

**The operators and the test case**

Hartree atomic units are used, with c = 137.036. One electron moves around a point nucleus of charge Z:

H₀ = p²/2 − Z/r.

For s states the correction of order 1/c² is

H₁ = −p⁴/(8c²) + (πZ/2c²) δ(r).

The first term is the mass-velocity term, the second the Darwin term. Matrix elements of p⁴ are understood as ⟨p²a|p²b⟩, which is finite for functions with a cusp at the nucleus. For l ≥ 1 the Darwin term vanishes and spin-orbit coupling takes its place.

The test case is the hydrogen-like ion with Z = 20, for which ε = Z²/c² = 0.021301. Its exact Dirac ground-state energy, with the rest energy subtracted, is

E = c²[√(1−ε) − 1] = −Z²/2 − Z⁴/(8c²) − Z⁶/(16c⁴) − …,

where √(1−ε) = 1 − ε/2 − ε²/8 − ε³/16 − … has been used. The value is −201.0765 hartree.

**One exponential, optimized**

Take the trial function ψ = (ζ³/π)^½ exp(−ζr). Since ∇²ψ = ψ″ + (2/r)ψ′,

p²ψ = −∇²ψ = (2ζ/r − ζ²)ψ.

With ⟨1/r⟩ = ζ and ⟨1/r²⟩ = 2ζ² this gives

⟨p²⟩ = 2ζ² − ζ² = ζ²,
⟨p⁴⟩ = ‖p²ψ‖² = 4ζ²(2ζ²) − 4ζ³(ζ) + ζ⁴ = 5ζ⁴,
|ψ(0)|² = ζ³/π.

The energy, with t = ζ/Z, is therefore

E/Z² = t²/2 − t + ε(t³/2 − 5t⁴/8).

At t = 1 the function is the exact 1s state of H₀, and the bracket is 1/2 − 5/8 = −1/8. This reproduces the term −Z⁴/(8c²) of the Dirac energy. In numbers,

−200 − 5.3251 + 4.2601 = −201.0650 hartree,

which lies 0.0115 hartree above the exact energy. First-order perturbation theory works.

Now let the exponent respond. The stationary points obey

t − 1 + ε(3t²/2 − 5t³/2) = 0.

Near t = 1 put t = 1 + s. To leading order the s-dependent part of E/Z² is s²/2 − εs, which is least at s = ε and lowers the energy by ε²/2. The exact term of that order is −ε²/16, so the relaxation is eight times too large at leading order. The numerical minimum lies at t = 1.0236 with energy −201.1656 hartree. It is 0.0891 hartree below the exact energy, a larger error than that of the unrelaxed function.

This minimum is only local. The energy rises to a barrier of 511 hartree at t = 4.08 and then falls. At t = 6,

E/Z² = 18 − 6 + 0.021301 × (108 − 810) = −2.953,

or about −1181 hartree. At t = 20 it is −7.5 × 10⁵ hartree.

For heavier ions even the local minimum is lost. Solve the stationary condition for ε:

ε = 2(t − 1)/(5t³ − 3t²).

For 0 < t < 0.6 this requires ε > 5, because 1 − t > 0.4 while 3t²/2 − 5t³/2 is at most 0.08. Such ε lies outside the range ε < 1 of the Dirac formula. For 0.6 < t < 1 the right side is negative. The relevant branch is t > 1, where the right side starts at zero, rises and returns to zero. Setting its derivative to zero gives

5t³ − 3t² = (t − 1)(15t² − 6t), hence 5t² − 9t + 3 = 0,

and the root above 1 is t = (9 + √21)/10 = 1.358. The largest possible ε is then 0.1024, which corresponds to Z = 43.86. Beyond that charge the energy of this trial function falls steadily as ζ grows.

**A flexible basis**

The same fault appears in linear variation. In the table, s-type Gaussians with exponents in the ratio 2, starting from 2 bohr⁻², are added at the tight end. Energies are in hartree. The columns for H₀ and H₀ + H₁ give the lowest eigenvalue; the last column comes from the Dirac equation in a matching basis, described at the end.

Functions | H₀ | H₀ + H₁ | Dirac
8 | −191.080 | −191.493 | −191.534
10 | −198.510 | −199.398 | −199.358
12 | −199.792 | −201.130 | −200.804
16 | −199.997 | −2.4 × 10⁶ | −201.069
22 | −200.000 | −1.1 × 10¹⁰ | −201.076

With 12 functions the result for H₀ + H₁ looks reasonable, although it is already below the exact energy. Four more functions destroy it. The plausible number was a property of the small basis. An eigenvector that resembles the 1s function survives higher in the spectrum, but picking it out does not rescue the method. With these exponents its energy is −201.13 hartree with 12 functions, −199.52 with 16 and −199.23 with 22, which is above even the nonrelativistic value. These numbers belong to this particular basis. With 22 functions starting from 2.83 bohr⁻² the same root lies at −201.15 hartree, and with 26 functions in the ratio 1.75 at −201.05 hartree. A small change in the exponents moves it by about 2 hartree, and it can fall on either side of the exact energy.

**The general statement**

For a point nucleus:

1. The expectation value of H₁ in the 1s state is finite and gives the correct energy of order 1/c².
2. The expectation value of H₀ + H₁ has no lower bound.
3. The second-order energy of H₁ diverges linearly with the momentum cutoff for every ns state.
4. For l ≥ 1 the second-order energy is finite, but statement 2 still forbids variational use.

The first statement was shown above.

**Proof that there is no lower bound**

Replace any smooth normalized ψ(r) by λ^{3/2}ψ(λr). Each derivative brings a factor λ, 1/r brings λ, and the density at the nucleus brings λ³. Hence

E(λ) = λ²⟨p²⟩/2 − λZ⟨1/r⟩ + λ³(πZ/2c²)|ψ(0)|² − λ⁴⟨p⁴⟩/(8c²).

The last term wins for large λ, whatever Z is. The repulsive Darwin term grows too slowly to help. For l ≥ 1 the spin-orbit term, proportional to 1/r³, also grows only as λ³, so the conclusion is the same.

The argument carries over to a Hartree–Fock energy to which the one-electron mass-velocity and Darwin operators are added. Put one electron in a scaled orbital whose l is higher than that of all the other orbitals. It is orthogonal to them by symmetry and has no Darwin energy. Its direct repulsion with each other electron is bounded through

⟨1/|r−r′|⟩ ≤ ⟨1/|r−r′|²⟩^½ ≤ 2⟨p²⟩^½,

by the Cauchy–Schwarz and Hardy inequalities, so it grows no faster than λ. Exchange lowers the energy. The term −λ⁴ again wins. A self-consistent iteration that contains these operators is thus searching for a minimum that does not exist, even if a restricted basis lets it stop.

The physical cause is visible in the free-particle energy

T(p) = p²/2 − p⁴/(8c²).

It is an expansion for p much smaller than c. It has its maximum c²/2 at p = √2 c, vanishes at p = 2c, and is negative beyond. Setting T(p) = −Z²/2 gives p⁴ − 4c²p² − 4c²Z² = 0, so

p² = 2c²[1 + √(1 + ε)].

For Z = 20 this is p = 2.005c. A fast free electron therefore has the same energy as the 1s state. To see that the nucleus does not prevent this, take a Gaussian wave packet of this mean momentum, with density proportional to exp(−s²/L²) at displacement s from its centre, centred at distance 10L. Cut it off smoothly in its far tail, where it is exponentially small, so that it vanishes near the nucleus and the Darwin term does not act on it. Its momentum spread is of order 1/L, and so is the nuclear potential across it. The norm of (H₀ + H₁ − E)ψ then vanishes as 1/L. For widths of 5, 50 and 500 bohr, calculated upper bounds on this norm are 39.7, 3.97 and 0.397 hartree. The same construction works for any energy up to c²/2, since T(p) takes all these values. The 1s level of H₀ + H₁ is not separated from a continuum.

**What H₁ does to the 1s function**

The second-order energy is

E₂ = −Σₙ |⟨n|H₁|0⟩|²/(Eₙ − E₀),

with an integral over continuum states included. Its behaviour is decided by H₁ψ close to the nucleus. For the exact 1s function, p²ψ = (2Z/r − Z²)ψ. Apply p² = −∇² once more. The second part gives

−Z² p²ψ = (Z⁴ − 2Z³/r)ψ.

For the first part the product rule gives

−∇²(ψ/r) = −ψ∇²(1/r) − 2∇(1/r)·∇ψ − (1/r)∇²ψ.

The three terms on the right are:

−ψ∇²(1/r) = 4πψ(0)δ(r),
−2∇(1/r)·∇ψ = −2(−1/r²)(−Zψ) = −2Zψ/r²,
−(1/r)∇²ψ = −Z²ψ/r + 2Zψ/r².

The 1/r² terms cancel. Multiplying the rest by 2Z and adding the second part,

p⁴ψ = 8πZψ(0)δ(r) + (Z⁴ − 4Z³/r)ψ.

As a check, ⟨p⁴⟩ = 8Z⁴ + Z⁴ − 4Z⁴ = 5Z⁴. The delta term agrees with the definition ⟨p²n|p²ψ⟩. If a small sphere around the nucleus is cut out and the derivatives are moved by Green's theorem, the surface term tends to 8πZψ(0) times the value of n at the nucleus.

Inserted in H₁, the mass-velocity term supplies −(πZ/c²)ψ(0)δ and the Darwin term +(πZ/2c²)ψ(0)δ. Their ratio is −2 to 1, so they do not cancel:

H₁ψ = −(πZ/2c²)ψ(0)δ(r) − (Z⁴ − 4Z³/r)ψ/(8c²).

A delta function has components at all momenta, and this makes the sum diverge.

**Coupling to the continuum**

Let uₖ(r) be r times the radial function of a continuum s state, normalized per unit k, so that its amplitude at large r is √(2/π). It obeys

r uₖ″ + k² r uₖ + 2Z uₖ = 0, uₖ(0) = 0.

Define L(s) = ∫ e^(−sr) uₖ dr over r from 0 to ∞. A factor r under the integral is −d/ds, and uₖ″ transforms into s²L − uₖ′(0). Therefore

−(s²L)′ − k²L′ + 2ZL = 0, or L′/L = (2Z − 2s)/(s² + k²).

Integration, with L → uₖ′(0)/s² at large s, gives

L(s) = [uₖ′(0)/(s² + k²)] exp[−(2Z/k) arctan(k/s)].

The slope uₖ′(0) follows from the amplitude at large r. Put η = Z/k and s = ik + σ with σ small and positive. The outer wave, whose phase is kr + η ln r plus a constant, gives |L| = √(2/π)|Γ(1+iη)|/(2σ). In the formula for L, the real part of arctan(k/s) tends to π/4, so |L| = uₖ′(0)e^(−πη/2)/(2kσ). Equating the two and using |Γ(1+iη)|² = πη/sinh(πη),

uₖ′(0)² = (2/π)k²C², C² = 2πη/(1 − e^(−2πη)).

The 1s function has u₀ = 2Z^{3/2} r e^(−Zr), so ⟨k|1/r|0⟩ = 2Z^{3/2}L(Z). The product of the two functions at the nucleus is 2Z^{3/2}uₖ′(0)/(4π). The constant Z⁴ drops out by orthogonality. With x = k/Z and g = exp[−(2/x) arctan x],

⟨k|H₁|0⟩ = −(Z^{5/2}uₖ′(0)/4c²)[1 − 4g/(1 + x²)].

The 1 comes from the delta function and the other term from 1/r. Quadrature with Coulomb functions confirms this coupling at three momenta.

**The linear divergence**

The energy denominator is (k² + Z²)/2. The continuum up to k = K contributes

E₂(K) = −(Z⁵/4πc⁴) ∫ C² [k²/(k² + Z²)] [1 − 4g/(1 + x²)]² dk,

where the prefactor is 2 × (2/π)/16 = 1/(4π). At large k, C² = 1 + πZ/k + …, while the other factors differ from 1 by order Z²/k². Bound states add a finite amount, because near the nucleus their functions scale as n^(−3/2) and their terms as n^(−3). Hence

E₂(K) = −(Z⁵/4πc⁴)[K + πZ ln(K/Z) + O(Z)].

For the ground state every term of the sum is negative or zero, so nothing can compensate.

For other ns states, ψ ≈ ψ(0)(1 − Zr) near the nucleus and p²ψ = 2(E + Z/r)ψ. The steps above give the same delta term and the same cancellation of 1/r². At large k the continuum density at the nucleus is k²/(2π²), so the leading term is

−(πZ/2c²)²|ψ(0)|² ∫ (k²/2π²)(2/k²) dk = −Z²|ψ(0)|²K/(4c⁴).

The finitely many lower states contribute finite positive terms and cannot stop it.

An independent calculation diagonalizes H₀ in standing waves inside a sphere and sums over the resulting states. Here K is the cutoff of the standing-wave basis, not of the exact Coulomb states. The entries are therefore smaller in magnitude than the sum over bound states and Coulomb continuum up to the same K, by a nearly constant 0.14 to 0.18 Z⁶/c⁴, and it is their growth with K that should be compared with the law above. For Z = 20:

K/Z | E₂ in Z⁶/c⁴ | E₂ in hartree
21.05 | −1.906 | −0.346
41.99 | −3.758 | −0.682
83.88 | −7.271 | −1.320
167.66 | −14.113 | −2.561

At the last cutoff the "correction" exceeds the first-order shift of −1.065 hartree. The exact energy of order 1/c⁴ is −0.0625 Z⁶/c⁴, or −0.0113 hartree. Over the last doubling the sum changes by −6.843 Z⁶/c⁴, against −6.840 from the asymptotic law. With the mass-velocity term alone the growth is 3.99 times that with the Darwin term alone, in accord with the squared ratio of the delta terms, 4.

Second order in H₁ is in any case only part of the energy of order 1/c⁴. The expansion of the relativistic kinetic energy continues with +p⁶/(16c⁴). The 1s momentum density falls as p⁻⁸, so ⟨p⁶⟩ contains ∫ p² p⁶ p⁻⁸ dp, which also diverges linearly. The density of |p| tends to (32/π)Z⁵p⁻⁶, so with a momentum cutoff this term grows as +(2/π)Z⁵K/c⁴, while E₂ grows as −(1/4π)Z⁵K/c⁴. Neither piece has a finite value on its own, and the two do not cancel each other, so further terms of order 1/c⁴ must enter before the finite Dirac result is reached.

**Where second order is finite**

For l ≥ 1, ψ behaves as r^l near the nucleus, and p²ψ contains 2Zr^(l−1) times the same angular function. Acting again, p² gives the factor l(l+1) − (l−1)l = 2l and the power r^(l−3). Spin-orbit coupling, proportional to 1/r³, gives the same power.

For l ≥ 2 this is square integrable. The second-order sum is then finite, since the contribution of the higher states is bounded by ‖H₁ψ‖² divided by the smallest excitation energy. For l = 1 the norm diverges, but the coupling to a wave of large k behaves as

k ∫ r² j₁(kr) r⁻² dr = ∫ j₁(y) dy = 1,

a constant. The sum then contains ∫ dk/k², whose tail beyond K falls as 1/K.

Gaussian bases show the contrast. When the largest exponent is multiplied by 4, the largest momentum doubles. The 1s sum runs through −4.50, −8.69, −16.90 and −33.13 Z⁶/c⁴, its last increment being 1.98 times the one before. The 2p sum for j = 1/2 runs through −0.06614, −0.06660, −0.06683 and −0.06695, its last increment being half the one before.

A nucleus with a smooth charge distribution also makes second order finite for s states. The potential and ψ are then smooth, the Darwin term contains the smooth charge density in place of the delta function, and H₁ψ is normalizable. Finite does not mean useful: the inverse nuclear radius now acts as the cutoff K, and it is large. For Z = 20 and a Gaussian charge distribution of rms radius 3.48 fm, the second-order sum is about −17.1 hartree, against a first-order shift of −1.065 hartree. The lower bound is still missing, because scaling to ever higher momentum still produces −λ⁴.

**What to do instead**

If H₁ is used, it should be evaluated as an expectation value with orbitals determined without it. If relativity is to enter the variational calculation itself, an operator is needed whose kinetic energy does not turn negative at high momentum. In the Dirac equation with potential V, the large component φ and the small component χ obey

Vφ + cσ·p χ = Eφ,
cσ·p φ + (V − 2c²)χ = Eχ.

Solving the second line for χ and inserting it in the first gives

σ·p [c²/(2c² + E − V)] σ·p φ + Vφ = Eφ.

For a bound electron level in an attractive potential, with E > −2c², the denominator is positive, and so is the kinetic term. Expanding the fraction as 1/2 − (E − V)/(4c²) + … and using (E − V)φ ≈ p²φ/2 produces −p⁴/(8c²), apart from terms containing the gradient of V, and this positivity is lost.

In a basis, each large-component function f is accompanied by the small-component function σ·p f/(2c), the leading form of the second line. This is called kinetic balance. With N functions of each kind the matrix has N solutions below −2c², the negative-energy branch of the Dirac equation, and the electron ground state is the next eigenvalue above them, not the lowest one. In the table of Gaussian results this eigenvalue settles as tight functions are added. With 22 functions it is within 10⁻⁴ hartree of the exact −201.0765 hartree, or −5471.57 eV, while the lowest eigenvalue of H₀ + H₁ in the same functions is −1.1 × 10¹⁰ hartree. The numerical check contains both calculations.

Table of computed values

```
nuclear charge Z = 20, speed of light c = 137.035999 a.u.
eps = (Z/c)^2 = 0.021301
1s mass-velocity, first order = -5.325135 hartree
1s Darwin, first order        = 4.260108 hartree
nonrelativistic 1s energy     = -200.000000 hartree
energy through first order    = -201.065027 hartree
exact Dirac 1s energy         = -201.076523 hartree = -5471.571 eV
exact c^-4 term = -0.0625 Z^6/c^4 = -0.011343 hartree
local minimum: zeta/Z = 1.02364, energy = -201.165615 hartree
error of first order  = +0.011496 hartree
error of the minimum  = -0.089092 hartree
barrier top: zeta/Z = 4.0765, energy = 511.01 hartree
trial energy at zeta/Z =  6: -1.1812e+03 hartree
trial energy at zeta/Z = 10: -3.2991e+04 hartree
trial energy at zeta/Z = 20: -7.4594e+05 hartree
no local minimum above Z = 43.86
free momentum degenerate with 1s = 2.00529 c
packet width    5.0 bohr: residual below 39.6771 hartree
packet width   50.0 bohr: residual below 3.9677 hartree
packet width  500.0 bohr: residual below 0.3968 hartree
Gaussians, largest exponent (bohr^-2), lowest H0, lowest H0+H1, Dirac (hartree)
  8        256.0   -191.08026   -1.91493e+02   -191.53356
 10       1024.0   -198.51034   -1.99398e+02   -199.35794
 12       4096.0   -199.79195   -2.01130e+02   -200.80423
 16      65536.0   -199.99653   -2.42662e+06   -201.06892
 22    4194304.0   -199.99999   -1.12188e+10   -201.07645
coupling at k/Z = 0.5: quadrature -0.176475, closed form -0.176475 (scaled units)
coupling at k/Z = 2.0: quadrature -0.531765, closed form -0.531764 (scaled units)
coupling at k/Z = 6.0: quadrature -1.417322, closed form -1.417320 (scaled units)
1s second order: cutoff K/Z, mass-velocity only, Darwin only, both (Z^6/c^4), both (hartree)
   21.05    -7.7514    -2.0056    -1.9060   -0.34592
   41.99   -15.2596    -3.9189    -3.7581   -0.68204
   83.88   -29.3844    -7.4758    -7.2706   -1.31951
  167.66   -56.8043   -14.3470   -14.1133   -2.56136
growth over last doubling: box -6.8427, continuum integral -6.8371,
    asymptotic law -6.8398 (Z^6/c^4)
growth ratio mass-velocity only / Darwin only = 3.9906
Gaussians, second order of 1s and of 2p(j=1/2) (Z^6/c^4)
 16      -4.4960    -0.066139
 18      -8.6896    -0.066604
 20     -16.8967    -0.066834
 22     -33.1344    -0.066949
ratio of last two increments: 1s 1.978, 2p 0.500
```
